# Andreev reflection through a barrier: two derivations of the BTK conductance

A calculation of the low-temperature conductance of a contact between a normal metal and a superconductor starts with a choice. One can compute the transmission of the contact with both sides normal, which is cheap, or solve the superconducting scattering problem. The choice depends on whether the first answer determines the second. For one channel, a gap much smaller than the Fermi energy and a non-magnetic, elastic barrier (the full conditions are listed in the last section) it does, but the two conductances are in general different. With a barrier of dimensionless strength $Z$, their ratio at zero temperature and zero bias is

$$\frac{G_{NS}}{G_{NN}}=\frac{2(1+Z^2)}{(1+2Z^2)^2}. \tag{1}$$

Here $G_{NN}$ belongs to the same contact with the pair potential removed. Using the normal conductance unchanged can therefore err in either direction: the ratio is 2 for a clean contact and small for a strong barrier. Below, (1) is derived first by matching waves at the interface and then by adding up paths.

## Common ground

### The model

Hartree atomic units are used, $\hbar=m=e=1$, with $e$ and $h$ restored in conductances. The normal metal fills $x<0$ and an s-wave superconductor fills $x>0$. Both have the same mass and Fermi energy $\mu$, so $k_F=v_F=\sqrt{2\mu}$. The pair potential is a step, zero on the left and a real constant $\Delta>0$ on the right; its gradual recovery near a real interface is neglected. The barrier is $V\delta(x)$, and $Z=V/v_F$.

In mean-field theory an excitation has an electron component $u$ and a hole component $v$, which obey the Bogoliubov-de Gennes (BdG) equations

$$-\tfrac12u''+(V\delta-\mu)u+\Delta v=Eu,\qquad \tfrac12v''-(V\delta-\mu)v+\Delta u=Ev. \tag{2}$$

The energy $E$ is measured from the chemical potential of the superconductor.

The probability current is $J=\mathrm{Im}(u^*u'-v^*v')$. To see that it is conserved, solve (2) for the second derivatives away from the barrier. This gives $\mathrm{Im}(u^*u'')=2\Delta\,\mathrm{Im}(u^*v)$, and $\mathrm{Im}(v^*v'')=-2\Delta\,\mathrm{Im}(v^*u)$, which is the same quantity. Hence $J'=0$. The minus sign in $J$ means that a hole wave $e^{ikx}$ with $k>0$ moves to the left.

### Waves in the superconductor

Insert $(u,v)e^{iqx}$ into (2) for $x>0$ and write $\eta=q^2/2-\mu$:

$$\eta u+\Delta v=Eu,\qquad \Delta u-\eta v=Ev.$$

A nonzero solution requires $\eta^2=E^2-\Delta^2$, so $\eta=\pm\xi$ with

$$\xi=\begin{cases}\sqrt{E^2-\Delta^2}, & E>\Delta,\\ i\sqrt{\Delta^2-E^2}, & 0\le E<\Delta.\end{cases}$$

The first equation gives $v/u=(E-\eta)/\Delta$. For $\eta=\xi$ call the components $(u_0,v_0)$, with

$$\Gamma=\frac{v_0}{u_0}=\frac{E-\xi}{\Delta}. \tag{3}$$

For $\eta=-\xi$ the ratio is $(E+\xi)/\Delta=1/\Gamma$, because $(E-\xi)(E+\xi)=\Delta^2$. The components are then $(v_0,u_0)$.

The waves allowed on the right are $(u_0,v_0)e^{iq_+x}$ and $(v_0,u_0)e^{-iq_-x}$, with $q_\pm\simeq k_F\pm\xi/v_F$. Above the gap $u_0$ and $v_0$ can be taken real. Both waves then carry current to the right, $q_\pm(u_0^2-v_0^2)>0$. Below the gap both decay as $\exp(-x\sqrt{\Delta^2-E^2}/v_F)$, and $|\Gamma|=1$. In particular $\Gamma=-i$ at $E=0$.

### From probabilities to conductance

Let an incident electron be reflected as a hole with probability $A$ (Andreev reflection) and as an electron with probability $B$. A bias $V_b$ fills incoming electron states with $f(E-eV_b)$, where $f$ is the Fermi function. A hole at $E$ is a missing electron at $-E$, so incoming holes have occupation $1-f(-E-eV_b)=f(E+eV_b)$.

Outgoing electrons come from three sources: incoming holes, incoming electrons, and the superconductor. The weights must add to one, since with no bias every occupation is $f(E)$. Therefore

$$f_{\rm out}=A\,f(E+eV_b)+B\,f(E-eV_b)+(1-A-B)f(E). \tag{4}$$

This uses the same $A$ for hole-to-electron conversion. To justify it, exchange the two components and reverse the wavevectors. With all wavevectors set to $k_F$, the matching problem below then changes only by $Z\to-Z$, and $A$ and $B$ will turn out to depend on $Z^2$.

We also need $A(-E)=A(E)$. If $(u,v)$ solves (2) at $E$, then $(-v^*,u^*)$ solves it at $-E$. This maps an incoming electron at $E$ to an incoming hole at $-E$. Together with the previous equality it gives the symmetry of $A$, and likewise of $B$.

Each spin contributes a rate $dE/h$ per unit occupation. The current is $(2e/h)\int(f_{\rm in}-f_{\rm out})\,dE$ over both signs of $E$, with

$$f_{\rm in}-f_{\rm out}=(1-B)[f(E-eV_b)-f(E)]+A[f(E)-f(E+eV_b)].$$

In the second term replace $E$ by $-E$ and use $f(-y)=1-f(y)$. The bracket becomes $f(E-eV_b)-f(E)$, so

$$I=\frac{2e}{h}\int[f(E-eV_b)-f(E)]\,(1+A-B)\,dE. \tag{5}$$

At zero temperature the bracket is 1 for $0<E<eV_b$ and zero elsewhere. The zero-bias conductance is thus $(2e^2/h)[1+A(0)-B(0)]$. Below the gap the waves on the right vanish far away, so $J=0$ everywhere and $A+B=1$. Hence

$$G_{NS}=\frac{2e^2}{h}\,2A(0). \tag{6}$$

The factor 2 records that a reflected hole adds to the electric current of the incident electron: charge $2e$ enters the condensate.

For the normal contact, let an electron arrive with reflected amplitude $r$ and transmitted amplitude $t$. Continuity gives $1+r=t$. Integrating the first equation of (2) across the barrier gives $u'(0^+)-u'(0^-)=2Vu(0)=2Zk_Fu(0)$, that is, $it-i(1-r)=2Zt$. Substituting $r=t-1$ gives $2i(t-1)=2Zt$, so

$$t=\frac1{1+iZ},\qquad r=\frac{-iZ}{1+iZ},\qquad T_N=|t|^2=\frac1{1+Z^2}, \tag{7}$$

and $G_{NN}=(2e^2/h)T_N$. It remains to find $A(0)$.

## First derivation: matching the waves

The electron and hole wavevectors in the normal metal are $\sqrt{2(\mu\pm E)}$. They differ from $k_F$ by a relative amount of about $E/(2\mu)$, and those in the superconductor by about $|\xi|/(2\mu)$. Dropping these differences is the Andreev approximation. Near $x=0$ the waves are then

$$\psi_N=\binom10e^{ik_Fx}+a\binom01e^{ik_Fx}+b\binom10e^{-ik_Fx},$$

$$\psi_S=c\binom{u_0}{v_0}e^{ik_Fx}+d\binom{v_0}{u_0}e^{-ik_Fx}.$$

The reflected hole has a positive wavevector because it must move left.

Both components are continuous; a jump would put a derivative of a delta function into $\psi''$, with nothing in (2) to cancel it. Integrating the hole equation across the barrier gives $\tfrac12[v'(0^+)-v'(0^-)]=Vv(0)$. This is the same condition as for $u$, since both the kinetic and the barrier term change sign. The four conditions, with the derivative ones divided by $k_F$, are

$$1+b=cu_0+dv_0,\qquad a=cv_0+du_0, \tag{8}$$

$$i(cu_0-dv_0)-i(1-b)=2Z(1+b),\qquad i(cv_0-du_0)-ia=2Za. \tag{9}$$

Start with the hole component. Dividing its derivative condition by $i$ gives $cv_0-du_0=(1-2iZ)a$. Adding this to and subtracting it from $a=cv_0+du_0$ gives

$$cv_0=(1-iZ)a,\qquad du_0=iZa. \tag{10}$$

For the electron component, $cu_0-dv_0=1-b-2iZ(1+b)$. Adding this to $cu_0+dv_0=1+b$ and halving gives

$$cu_0=1-iZ(1+b). \tag{11}$$

By (10) and $v_0=\Gamma u_0$, we have $cu_0=(1-iZ)a/\Gamma$ and $dv_0=iZa\Gamma$. Continuity of $u$ then reads

$$1+b=a\left[\frac{1-iZ}{\Gamma}+iZ\Gamma\right]. \tag{12}$$

Put this into (11) and collect the terms in $a$:

$$a\left[\frac{(1-iZ)(1+iZ)}{\Gamma}-Z^2\Gamma\right]=1.$$

Since $(1-iZ)(1+iZ)=1+Z^2$, multiplication by $\Gamma$ gives

$$a=\frac{\Gamma}{\Lambda},\qquad \Lambda=1+Z^2(1-\Gamma^2). \tag{13}$$

Equation (12) now gives $b=[1-iZ+iZ\Gamma^2-\Lambda]/\Lambda$, or

$$b=-\frac{(Z^2+iZ)(1-\Gamma^2)}{\Lambda}. \tag{14}$$

### The probabilities

On the normal side the current is $k_F(1-|a|^2-|b|^2)$, so $A=|a|^2$ and $B=|b|^2$. Below the gap write $\Gamma=e^{-i\theta}$ with $\cos\theta=E/\Delta$. Then $\Lambda=(1+Z^2)-Z^2e^{-2i\theta}$ and

$$|\Lambda|^2=(1+Z^2)^2+Z^4-2Z^2(1+Z^2)\cos2\theta.$$

Insert $\cos2\theta=2E^2/\Delta^2-1$. The terms without $E$ combine to $[(1+Z^2)+Z^2]^2=(1+2Z^2)^2$, leaving $-4Z^2(1+Z^2)E^2/\Delta^2$. Because $4Z^2(1+Z^2)=(1+2Z^2)^2-1$,

$$A=\frac{\Delta^2}{E^2+(\Delta^2-E^2)(1+2Z^2)^2},\qquad B=1-A\qquad(E<\Delta). \tag{15}$$

Above the gap $\Gamma$ and $\Lambda$ are real. Equation (10) gives $c=(1-iZ)/(u_0\Lambda)$ and $d=iZ\Gamma/(u_0\Lambda)$. The cross terms between the two transmitted waves cancel in $J$, because $u_0v_0-v_0u_0=0$. Each transmission probability is therefore the squared amplitude times $u_0^2-v_0^2=u_0^2(1-\Gamma^2)$:

$$A=\frac{\Gamma^2}{\Lambda^2},\qquad B=\frac{Z^2(1+Z^2)(1-\Gamma^2)^2}{\Lambda^2},$$

$$C=\frac{(1+Z^2)(1-\Gamma^2)}{\Lambda^2},\qquad D=\frac{Z^2\Gamma^2(1-\Gamma^2)}{\Lambda^2}. \tag{16}$$

Here $C$ and $D$ refer to electron-like and hole-like quasiparticles. As a check, put $g=\Gamma^2$. The four numerators add to

$$g+(1-g)\left[1+2Z^2+Z^4(1-g)\right]=\left[1+Z^2(1-g)\right]^2=\Lambda^2,$$

so the probabilities add to one. These are the Blonder-Tinkham-Klapwijk (BTK) probabilities.

At $E=0$, (15) gives $A(0)=1/(1+2Z^2)^2$. With (6) and (7),

$$\frac{G_{NS}}{G_{NN}}=\frac{2A(0)}{T_N}=\frac{2(1+Z^2)}{(1+2Z^2)^2},$$

which is (1).

## Second derivation: adding up paths

Now separate the two processes. Imagine a very thin normal layer between the barrier and the superconductor. The barrier only transmits or reflects, and the clean interface behind it only converts electrons and holes into each other.

For the clean interface, an arriving electron and its reflected hole satisfy

$$\binom10+\alpha\binom01=c\binom{u_0}{v_0}.$$

All three waves carry the factor $e^{ik_Fx}$, so values and derivatives match together. Thus $c=1/u_0$ and $\alpha=\Gamma$, with no reflected electron. An arriving hole has the factor $e^{-ik_Fx}$ and couples to $(v_0,u_0)$. It returns as an electron with amplitude $v_0/u_0$, again $\Gamma$.

For the barrier, electrons have the amplitudes $t$ and $r$ of (7). Holes obey the same jump condition, but a hole moving right has the factor $e^{-ik_Fx}$. Its scattering wave is the complex conjugate of the electron wave, so its amplitudes are $t^*$ and $r^*$. The delta barrier is symmetric, and these amplitudes hold from either side.

Follow an incident electron. It crosses the barrier ($t$), returns from the superconductor as a hole ($\Gamma$), and can leave through the barrier ($t^*$). If the hole is instead reflected ($r^*$), it is converted to an electron ($\Gamma$), reflected by the barrier ($r$), and is again an electron moving toward the superconductor. One such loop multiplies the amplitude by $r^*\Gamma r\Gamma=R\Gamma^2$, where $R=|r|^2=1-T_N$. Since $|R\Gamma^2|<1$, the geometric series converges:

$$a=t\Gamma t^*\sum_{n=0}^{\infty}(R\Gamma^2)^n=\frac{T_N\Gamma}{1-R\Gamma^2}. \tag{17}$$

Multiply numerator and denominator by $1+Z^2$. Because $(1+Z^2)T_N=1$ and $(1+Z^2)R=Z^2$, the result is $\Gamma/(1+Z^2-Z^2\Gamma^2)$, in agreement with (13).

The reflected electron either never crosses the barrier or leaves after an even number of conversions:

$$b=r+\frac{t\,\Gamma r^*\Gamma\,t}{1-R\Gamma^2}.$$

From (7), $t^2r^*=iZ/[(1+iZ)(1+Z^2)]$, and $(1+Z^2)(1-R\Gamma^2)=\Lambda$. Hence

$$b=-\frac{iZ}{1+iZ}\,\frac{\Lambda-\Gamma^2}{\Lambda}.$$

Since $\Lambda-\Gamma^2=(1+Z^2)(1-\Gamma^2)$ and $(1+Z^2)/(1+iZ)=1-iZ$, this equals $-iZ(1-iZ)(1-\Gamma^2)/\Lambda$, in agreement with (14).

At zero energy $\Gamma^2=-1$, so successive terms in (17) alternate in sign:

$$a(0)=-i\,\frac{T_N}{1+R}=-i\,\frac{T_N}{2-T_N}.$$

Equation (6) then gives

$$\frac{G_{NS}}{G_{NN}}=\frac{2T_N}{(2-T_N)^2}. \tag{18}$$

With $T_N=1/(1+Z^2)$ we have $2-T_N=(1+2Z^2)/(1+Z^2)$, and (18) becomes (1).

The series also explains the gap edge. There $\Gamma=1$, all terms have the same sign, and $|a|=T_N/(1-R)=1$ for any finite $Z$. For a weakly transmitting barrier at zero energy, $A(0)\simeq T_N^2/4$: the electron and the hole must each cross the barrier. The ratio (1) then approaches $1/(2Z^2)$.

## A worked contact

Take round model parameters $\mu=0.32$ hartree, $\Delta=4\times10^{-5}$ hartree (1.088 meV) and $V=0.4$ hartree bohr. Then $k_F=\sqrt{0.64}=0.8$ bohr$^{-1}$ and $Z=0.4/0.8=0.5$. The evanescent waves at $E=0$ decay over $v_F/\Delta=20000$ bohr, about 1.06 µm.

At $E=0$, $\Lambda=1+0.25\times2=1.5$. Thus $a=-i/1.5=-0.6667i$ and $b=-(0.25+0.5i)\times2/1.5=-0.3333-0.6667i$. The squared moduli are $A=0.4444$ and $B=0.5556$. By paths, $T_N=0.8$ and $R=0.2$ give $|a|=0.8/1.2$, the same value.

Equation (15) gives $A=1/(0.25+0.75\times2.25)=0.5161$ at $E=0.5\Delta$, and $A=0.8081$ at $0.9\Delta$. Above the gap, at $1.2\Delta$, the probabilities $A,B,C,D$ are 0.2076, 0.1142, 0.6413 and 0.0369.

The conductances, with $2e^2/h=77.48$ µS, are

- $G_{NN}=0.8\times77.48=61.98$ µS;
- $G_{NS}=2\times\tfrac49\times77.48=68.87$ µS.

Their ratio is 1.111. The superconducting contact conducts better although more than half of the electrons are reflected as electrons, because each Andreev reflection transfers two charges.

The ratio falls steadily with $Z$: with $y=Z^2$, its logarithmic derivative $1/(1+y)-4/(1+2y)=-(3+2y)/[(1+y)(1+2y)]$ is negative. It equals 1 when $2(1+y)=(1+2y)^2$, or $4y^2+2y-1=0$. The positive root $y=(\sqrt5-1)/4$ gives $Z=0.556$ and $T_N=0.764$. For $Z=1$ and $Z=2$ the ratio is 0.444 and 0.123.

## What each derivation assumes

Both derivations use a step in the pair potential, equal masses and Fermi energies, one channel, no inelastic scattering, and equilibrium reservoirs. Both neglect differences between wavevectors. They differ in what they need to know about the barrier and in how they can be extended.

**Matching needs the barrier in detail.** It uses the jump condition of a delta function at the interface. In return, the neglected wavevector differences can be put back. At $E=0$ the normal wavevectors equal $k_F$, while $q_\pm=\alpha\pm i\beta$ with $(\alpha+i\beta)^2=2\mu+2i\Delta$. The derivatives of the two superconducting waves contain the factors $iq_+=i\alpha-\beta$ and $-iq_-=-i\alpha-\beta$. The common term $-\beta\psi$ can be moved to the barrier side of the jump condition, where it replaces $2Zk_F$ by $2Zk_F+\beta$. The imaginary part of the square gives $\alpha\beta=\Delta$, and the real part shows that $\alpha$ differs from $k_F$ only at second order in $\Delta/\mu$. So $\beta\simeq\Delta/k_F$, and to first order

$$Z\;\to\;Z+\frac{\beta}{2k_F}\simeq Z+\frac{\Delta}{4\mu}.$$

In the example this lowers $A(0)$ from 0.44444 to 0.44441. The numerical check solves the BdG equations with distinct wavevectors and a very thin rectangular barrier, and finds the lowered value. Over the energies and barriers it tests, the amplitudes and probabilities deviate from the formulas by at most $6.3\times10^{-5}$ in absolute terms.

**Adding paths needs only scattering amplitudes.** The barrier may have any shape if it lies in the normal metal, is described by a real Hamiltonian that is the same for both spins, and, for results at nonzero energy, scatters almost equally at $E$ and $-E$. Hole amplitudes are then conjugates of electron amplitudes. Spin independence is needed because the reflected hole belongs to the opposite spin band. For a barrier with $Z=1$ for one spin and $Z=0$ for the other, the loop vanishes and $A=T_\uparrow T_\downarrow=0.5$ for each spin, so the ratio is $1/0.75=1.33$; (18) with the mean transmission 0.75 would give 0.96. For an asymmetric barrier the loop contains the reflection amplitude from the superconductor's side, whose squared modulus is still $R$. Thus (18) holds with the computed $T_N$, without assigning a $Z$. At nonzero energy the layer must be much shorter than $v_F/E$, so that the phase difference between electron and hole is negligible. At $E=0$, where (18) is evaluated, the two wavevectors in the layer are equal and its length drops out. At any energy the clean interface must not reflect electrons as electrons. A mismatch of Fermi velocities there violates the last condition, but it does not invalidate (18). Imagine the thin normal layer on the superconductor's side of the mismatch, with the superconductor's Fermi velocity. The reflection caused by the mismatch then belongs to the barrier, and $T_N$ is the normal-state transmission of the whole contact.

For several channels that do not mix, $G_{NS}$ and $G_{NN}$ must each be summed over the channels before the ratio is taken:

$$\frac{G_{NS}}{G_{NN}}=\frac{\sum_n 2T_n^2/(2-T_n)^2}{\sum_nT_n}.$$

Two channels with $T_n=1$ and $T_n=0$ give a ratio of 2. Inserting their mean transmission, 0.5, into (18) gives 0.444. A normal-state calculation can therefore replace the superconducting one under these conditions, provided that it supplies the separate transmissions $T_n$ and not just their sum. The Andreev approximation must then hold in each channel: the gap must be small compared with the kinetic energy of motion along $x$, which fails for a channel that has barely opened. Channels that mix are not covered by this derivation. The transmissions of individual incoming modes must not be inserted in that case; the known extension, not derived here, uses the eigenvalues of $t^\dagger t$ as the $T_n$.

## Computed results

```
Fermi energy mu = 0.32 hartree
gap Delta = 4.0e-05 hartree = 1.088 meV
Delta/mu = 1.250e-04
k_F = 0.800 1/bohr; v_F = 0.800 a.u.
barrier V = 0.40 hartree bohr; Z = 0.500
decay length at E=0 = 20000 bohr = 1058 nm
a(E=0) = 0.0000 -0.6667 i
b(E=0) = -0.3333 -0.6667 i
Z = 0.5, formulas: E/Delta, A, B, C, D
  0.0000  0.4444  0.5556  0.0000  0.0000
  0.5000  0.5161  0.4839  0.0000  0.0000
  0.9000  0.8081  0.1919  0.0000  0.0000
  0.9999  0.9998  0.0002  0.0000  0.0000
  1.2000  0.2076  0.1142  0.6413  0.0369
  2.0000  0.0473  0.1774  0.7644  0.0110
Z = 0.5, full BdG numerics: E/Delta, A, B, C, D
  0.0000  0.4444  0.5556  0.0000  0.0000
  0.5000  0.5161  0.4839  0.0000  0.0000
  0.9000  0.8080  0.1920  0.0000  0.0000
  0.9999  0.9997  0.0003  0.0000  0.0000
  1.2000  0.2076  0.1141  0.6414  0.0369
  2.0000  0.0473  0.1773  0.7644  0.0110
largest deviation, all Z and E tested = 6.3e-05
A(0): full BdG = 0.4444074
A(0): formula at Z = 0.4444444
A(0): formula at Z + Delta/(4 mu) = 0.4444074
conductance quantum 2e^2/h = 77.481 microsiemens
G_NN = 0.8000 (2e^2/h) = 61.98 microsiemens
G_NS = 0.8889 (2e^2/h) = 68.87 microsiemens
G_NS counted at kT = 0.01 Delta: 0.8890 (2e^2/h)
Z, G_NS/G_NN formula, G_NS/G_NN full BdG
  0.0  2.00000  2.00000
  0.5  1.11111  1.11100
  1.0  0.44444  0.44439
  2.0  0.12346  0.12344
  10.0  0.00500  0.00500
Z where ratio = 1: formula 0.5559, full BdG 0.5558
ratio times 2 Z^2 at Z = 10: 0.9999
```
